# Hole-density oscillation in Kr⁺ after sudden 4p ionization: a program that tests the result

```python
"""
Hole motion in Kr+ after sudden removal of a 4p electron with m = 0.
Result under test:
  P0(t) = 5/9 + (4/9) cos(dE t / hbar),   period T = h / dE,
  angular hole density = 3/(4 pi) P0 cos^2(theta) + 3/(8 pi) (1-P0) sin^2(theta).
P0: part of the hole in the m = 0 orbital; dE = E(J=1/2) - E(J=3/2) of the ion.
With J=3/2 population p and photoelectron overlap g:
  P0(t) = (1+p)/3 + (2 sqrt(2)/3) g sqrt(p(1-p)) cos(dE t / hbar).
The reference side is a many-electron calculation in the full space of six
4p spin-orbitals; the hole density is closed shell minus ion.
Energies in eV, times in fs, angular densities per steradian.
"""
import numpy as np
from scipy import constants
from scipy.optimize import brentq

HBAR = constants.hbar / constants.e * 1e15
PLANCK = constants.h / constants.e * 1e15
splitting = 0.67
zeta = 2 * splitting / 3
omega = splitting / HBAR
period = PLANCK / splitting

# One-electron matrices; orbital order m = 1, 0, -1, each with spin up, down
l_plus = np.sqrt(2) * np.diag([1.0, 1.0], 1)
s_plus = np.array([[0.0, 1.0], [0.0, 0.0]])
l_z = np.diag([1.0, 0.0, -1.0])
s_z = np.diag([0.5, -0.5])
l_dot_s = np.kron(l_z, s_z) + 0.5 * (
    np.kron(l_plus, s_plus.T) + np.kron(l_plus.T, s_plus))
j_plus = np.kron(l_plus, np.eye(2)) + np.kron(np.eye(3), s_plus)
j_z = np.kron(l_z, np.eye(2)) + np.kron(np.eye(3), s_z)

# Annihilation operators with fermion signs
annihilate = []
for k in range(6):
    op = np.eye(1)
    for site in range(6):
        if site < k:
            factor = np.diag([1.0, -1.0])
        elif site == k:
            factor = np.array([[0.0, 1.0], [0.0, 0.0]])
        else:
            factor = np.eye(2)
        op = np.kron(op, factor)
    annihilate.append(op)


def many_body(matrix):
    total = np.zeros((64, 64))
    for a in range(6):
        for b in range(6):
            if matrix[a, b] != 0:
                total += matrix[a, b] * annihilate[a].T @ annihilate[b]
    return total


hamiltonian = many_body(zeta * l_dot_s)
J_plus = many_body(j_plus)
J_z = many_body(j_z)
S_z = many_body(np.kron(np.eye(3), s_z))
J_squared = J_plus.T @ J_plus + J_z @ J_z + J_z
energies, vectors = np.linalg.eigh(hamiltonian)

closed_shell = np.zeros(64)
closed_shell[-1] = 1.0
ZERO_UP, ZERO_DOWN = 2, 3
ion_start = annihilate[ZERO_DOWN] @ closed_shell
ion_start_other_spin = annihilate[ZERO_UP] @ closed_shell


def propagate(state, t):
    """Columns of state belong to orthogonal photoelectron states."""
    state = state.reshape(64, -1)
    phases = np.exp(-1j * energies * t / HBAR)[:, None]
    return vectors @ (phases * (vectors.T @ state))


def hole_matrix(state):
    removed = np.array([(op @ state).ravel() for op in annihilate])
    return np.eye(6) - removed.conj() @ removed.T


def p0_numeric(state, t):
    q = hole_matrix(propagate(state, t))
    return (q[ZERO_UP, ZERO_UP] + q[ZERO_DOWN, ZERO_DOWN]).real


def density_numeric(state, t, theta, phi):
    q = hole_matrix(propagate(state, t))
    side = np.sqrt(3 / (8 * np.pi)) * np.sin(theta)
    y = np.array([-side * np.exp(1j * phi),
                  np.sqrt(3 / (4 * np.pi)) * np.cos(theta),
                  side * np.exp(-1j * phi)])
    return sum((y.conj() @ q[s::2, s::2] @ y).real for s in (0, 1))


def mean(operator, state):
    return np.vdot(state, operator @ state).real


def p0_formula(t):
    return 5 / 9 + 4 / 9 * np.cos(omega * t)


def density_formula(t, theta):
    p0 = p0_formula(t)
    return (3 / (4 * np.pi) * p0 * np.cos(theta) ** 2
            + 3 / (8 * np.pi) * (1 - p0) * np.sin(theta) ** 2)


# Levels of the ion: order, splitting and weights in the initial state
j2_values, j2_vectors = np.linalg.eigh(J_squared)
parts, weights, levels = {}, {}, {}
for j in (1.5, 0.5):
    chosen = j2_vectors[:, np.abs(j2_values - j * (j + 1)) < 1e-8]
    part = chosen @ (chosen.T @ ion_start)
    weights[j] = part @ part
    parts[j] = part / np.sqrt(weights[j])
    levels[j] = mean(hamiltonian, parts[j])
    assert np.allclose(hamiltonian @ parts[j], levels[j] * parts[j], atol=1e-10)
assert abs(levels[1.5] + zeta / 2) < 1e-10
assert abs(levels[0.5] - zeta) < 1e-10
assert abs(levels[0.5] - levels[1.5] - splitting) < 1e-10
assert abs(weights[1.5] - 2 / 3) < 1e-10
assert abs(weights[0.5] - 1 / 3) < 1e-10

# Coupled states: component on M_L = 1, spin down has opposite relative sign
flipped = annihilate[4] @ closed_shell
assert abs(abs(parts[1.5] @ flipped) - np.sqrt(1 / 3)) < 1e-10
assert abs(abs(parts[0.5] @ flipped) - np.sqrt(2 / 3)) < 1e-10
assert (parts[1.5] @ flipped) * (parts[0.5] @ flipped) < 0

# Time dependence, density, shape, spin exchange
nodes, node_weights = np.polynomial.legendre.leggauss(8)
for t in np.linspace(0, 13, 14):
    p0 = p0_numeric(ion_start, t)
    assert abs(p0 - p0_formula(t)) < 1e-10
    for theta in (0.0, 0.4, 1.1, np.pi / 2):
        for phi in (0.0, 0.9, 2.5):
            expected = density_formula(t, theta)
            for start in (ion_start, ion_start_other_spin):
                assert abs(density_numeric(start, t, theta, phi) - expected) < 1e-10
    rho = np.array([density_numeric(ion_start, t, np.arccos(x), 0.3) for x in nodes])
    assert abs(2 * np.pi * node_weights @ rho - 1) < 1e-10
    cos2 = 2 * np.pi * node_weights @ (rho * nodes ** 2)
    assert abs(cos2 - (1 + 2 * p0_formula(t)) / 5) < 1e-10
    state = propagate(ion_start, t)
    assert abs(mean(J_z, state) - 0.5) < 1e-10
    assert abs(mean(S_z, state) - (2 * p0_formula(t) - 1) / 2) < 1e-10
    other = propagate(ion_start_other_spin, t)
    assert abs(mean(S_z, state) + mean(S_z, other)) < 1e-10

# Period read from successive downward crossings of the propagated signal
times = np.linspace(0, 15, 301)
signal = np.array([p0_numeric(ion_start, t) for t in times]) - 5 / 9
crossings = [brentq(lambda t: p0_numeric(ion_start, t) - 5 / 9,
                    times[i], times[i + 1], xtol=1e-12)
             for i in range(300) if signal[i] > 0 >= signal[i + 1]]
measured_period = crossings[1] - crossings[0]
assert abs(measured_period - period) < 1e-8

# Spherical hole at one third of the period
third = [density_numeric(ion_start, period / 3, th, 0.2)
         for th in np.linspace(0, np.pi, 9)]
assert np.allclose(third, 1 / (4 * np.pi), atol=1e-10)


# Partial coherence from explicit entanglement with two photoelectron states
def entangled(p, g):
    return (np.sqrt(p) * np.outer(parts[1.5], [1.0, 0.0])
            + np.sqrt(1 - p) * np.outer(parts[0.5], [g, np.sqrt(1 - g * g)]))


for p in (0.2, 0.5, 2 / 3, 0.9):
    for g in (0.0, 0.6, 1.0):
        for t in (0.0, 1.3, 2.9, 5.0):
            expected = ((1 + p) / 3 + 2 * np.sqrt(2) / 3 * g
                        * np.sqrt(p * (1 - p)) * np.cos(omega * t))
            assert abs(p0_numeric(entangled(p, g), t) - expected) < 1e-10

print(f"Level splitting (input): {splitting:.2f} eV")
print(f"Spin-orbit constant zeta: {zeta:.4f} eV")
print(f"Ion level J=3/2: {levels[1.5]:.4f} eV")
print(f"Ion level J=1/2: {levels[0.5]:.4f} eV")
print(f"Initial population of J=3/2: {weights[1.5]:.4f}")
print(f"Initial population of J=1/2: {weights[0.5]:.4f}")
print(f"Planck constant h: {PLANCK:.5f} eV fs")
print(f"Reduced constant hbar: {HBAR:.5f} eV fs")
print(f"Angular frequency: {omega:.4f} rad/fs")
print(f"Time for one radian, hbar/dE: {HBAR / splitting:.4f} fs")
print(f"Period h/dE: {period:.4f} fs = {period * 1e-15:.4e} s")
print(f"Period from propagated signal: {measured_period:.4f} fs")
print(f"Period for 0.005 eV larger splitting: {PLANCK / (splitting + 0.005):.3f} fs")
print(f"Period for 0.005 eV smaller splitting: {PLANCK / (splitting - 0.005):.3f} fs")
print("Table from propagation: densities in 1/sr, Sz in hbar")
print("t/T     t(fs)   P0      P1      pole    equator <cos^2> <Sz>")
for fraction in (0, 1 / 6, 1 / 4, 1 / 3, 1 / 2, 2 / 3, 3 / 4, 1):
    t = fraction * period
    p0 = p0_numeric(ion_start, t)
    rho = np.array([density_numeric(ion_start, t, np.arccos(x), 0.0) for x in nodes])
    row = (fraction, t, p0, 1 - p0,
           density_numeric(ion_start, t, 0.0, 0.0),
           density_numeric(ion_start, t, np.pi / 2, 0.0),
           2 * np.pi * node_weights @ (rho * nodes ** 2),
           mean(S_z, propagate(ion_start, t)))
    print(" ".join(f"{abs(v) if abs(v) < 5e-5 else v:7.4f}" for v in row))
print(f"Spherical density 1/(4 pi): {1 / (4 * np.pi):.4f} 1/sr")
overlap = 0.6
partial = entangled(2 / 3, overlap)
print(f"Photoelectron overlap g (model input): {overlap:.1f}")
print(f"P0 at t=0 with this g, p=2/3: {p0_numeric(partial, 0):.4f}")
print(f"P0 at t=T/2 with this g, p=2/3: {p0_numeric(partial, period / 2):.4f}")
print(f"Static P0 for g=0, p=2/3: {p0_numeric(entangled(2 / 3, 0.0), 0):.4f}")
print("every check passed")
```

It prints:

```
Level splitting (input): 0.67 eV
Spin-orbit constant zeta: 0.4467 eV
Ion level J=3/2: -0.2233 eV
Ion level J=1/2: 0.4467 eV
Initial population of J=3/2: 0.6667
Initial population of J=1/2: 0.3333
Planck constant h: 4.13567 eV fs
Reduced constant hbar: 0.65821 eV fs
Angular frequency: 1.0179 rad/fs
Time for one radian, hbar/dE: 0.9824 fs
Period h/dE: 6.1726 fs = 6.1726e-15 s
Period from propagated signal: 6.1726 fs
Period for 0.005 eV larger splitting: 6.127 fs
Period for 0.005 eV smaller splitting: 6.219 fs
Table from propagation: densities in 1/sr, Sz in hbar
t/T     t(fs)   P0      P1      pole    equator <cos^2> <Sz>
 0.0000  0.0000  1.0000  0.0000  0.2387  0.0000  0.6000  0.5000
 0.1667  1.0288  0.7778  0.2222  0.1857  0.0265  0.5111  0.2778
 0.2500  1.5432  0.5556  0.4444  0.1326  0.0531  0.4222  0.0556
 0.3333  2.0575  0.3333  0.6667  0.0796  0.0796  0.3333 -0.1667
 0.5000  3.0863  0.1111  0.8889  0.0265  0.1061  0.2444 -0.3889
 0.6667  4.1151  0.3333  0.6667  0.0796  0.0796  0.3333 -0.1667
 0.7500  4.6295  0.5556  0.4444  0.1326  0.0531  0.4222  0.0556
 1.0000  6.1726  1.0000  0.0000  0.2387  0.0000  0.6000  0.5000
Spherical density 1/(4 pi): 0.0796 1/sr
Photoelectron overlap g (model input): 0.6
P0 at t=0 with this g, p=2/3: 0.8222
P0 at t=T/2 with this g, p=2/3: 0.2889
Static P0 for g=0, p=2/3: 0.5556
every check passed
```
